# Magnetoresistance of Inelastic Cotunnelling Through a Ferromagnetic Island, part 1

(Sections cited here and not found follow in the second part.)

## Spin factors in the cotunnelling rate

To predict the read signal of a device whose current passes through a small magnetic island, one must decide how to combine the conductances of its two tunnel junctions. If electrons hop on and off the island in real steps, reversing the island changes the current by the same factor as it changes one junction conductance. If the island is in Coulomb blockade and the current flows by inelastic cotunnelling, the current is proportional to the product of the two conductances, and the factor is squared. For a tunnelling polarisation of 0.4 the two choices predict a magnetoresistance of 38 % and 91 %.

The device has a left lead $L$, an island, and a right lead $R$. The lead magnetisations are parallel to each other and stay fixed. In the configuration called P the island magnetisation is parallel to both leads; in AP it is reversed relative to both. The resistance is $\mathcal R=V/I$, and the two configurations are compared at the same bias $V$ and temperature $T$. The quantity sought is

$$
M=\frac{\mathcal R_{AP}-\mathcal R_P}{\mathcal R_P}=\frac{I_P}{I_{AP}}-1 .
$$

The second form follows because $V$ cancels from the ratio of resistances. The result to be shown is

$$
M=\frac{4P^2}{(1-P^2)^2},
$$

where $P$ is the tunnelling polarisation of both leads and also of the island. Identical leads alone do not suffice: if the island has a different polarisation $P_I$, the product $PP_I$ replaces $P^2$. I keep $P_I$ general until the end of the spin sum so that this condition is visible.

Let $\sigma=+1$ denote the majority spin of the leads and $\sigma=-1$ the minority spin, and let $m=+1$ for P and $m=-1$ for AP. Near the Fermi energy the densities of states per unit energy are

$$
D_{j\sigma}=\frac{D_j}{2}(1+\sigma P),\qquad
N_\sigma=\frac{N}{2}(1+\sigma mP_I),
$$

with $j=L,R$. Here $D_j$ and $N$ are totals over both spins. Reversing the island exchanges its two spin densities, which is what the factor $m$ does. The densities are to be read as those of the states that tunnel well; $P$ is therefore a property of the electrode together with its barrier, and need not equal the polarisation of the total density of states.

Tunnelling conserves spin and is described by

$$
H_T=\sum_{j}\sum_{k,n,\sigma}\left(t_{j,kn}\,c^\dagger_{n\sigma}c_{jk\sigma}+\text{h.c.}\right),
$$

where $k$ labels lead levels and $n$ island levels. The mean square matrix element of junction $j$ is written $|t_j|^2$ and is taken to be independent of spin, energy and magnetic configuration.

The first step is the conductance of one junction by itself, without charging energy. Let a voltage $V_j$ lie across it. The golden rule gives the forward rate minus the reverse rate. The products of occupied and empty probabilities differ by

$$
f_1(1-f_2)-f_2(1-f_1)=f_1-f_2,
$$

so that the current of spin $\sigma$ is

$$
I_{j\sigma}=e\,\frac{2\pi}{\hbar}|t_j|^2D_{j\sigma}N_\sigma
\int d\varepsilon\,[f(\varepsilon-eV_j)-f(\varepsilon)] .
$$

Here $e>0$ is the elementary charge and $f(\varepsilon)=1/(e^{\varepsilon/kT}+1)$. The integral of the difference of two Fermi steps displaced by $eV_j$ is $eV_j$ at any temperature. Division by $V_j$ yields

$$
G_{j\sigma}=\frac{2\pi e^2}{\hbar}|t_j|^2D_{j\sigma}N_\sigma . \tag{1}
$$

The sum over spin uses

$$
\sum_{\sigma}(1+\sigma P)(1+\sigma mP_I)
=\sum_\sigma\left[1+\sigma(P+mP_I)+mPP_I\right]
=2(1+mPP_I).
$$

The terms linear in $\sigma$ cancel, and $\sigma^2=1$ has been used in the last term. Hence

$$
G_j=G_{j0}(1+mPP_I),\qquad
G_{j0}=\frac{\pi e^2}{\hbar}|t_j|^2D_jN . \tag{2}
$$

For one junction, the magnetoresistance is therefore

$$
M_1=\frac{1+PP_I}{1-PP_I}-1=\frac{2PP_I}{1-PP_I}. \tag{3}
$$

Charging energy is now included. At zero bias it costs $E_1$ to bring an electron from a lead Fermi level to the island Fermi level, and $E_2$ to take one from the island to a lead. Both are positive in the blockade. The bias raises the electron electrochemical potential of $L$ above that of $R$ by $eV$, and equal junction capacitances place the island midway. Electrons then run from $L$ to $R$; $I$ denotes the magnitude of the resulting current. Entry from $L$ costs $E_1-eV/2$, because the electron starts $eV/2$ higher. Exit to $R$ costs $E_2-eV/2$, because it ends $eV/2$ lower. As long as both costs are positive and much larger than $kT$, neither hop happens often as a real process.

Two hops together can conserve energy. In an inelastic event an electron in state $k\sigma$ of $L$ enters the empty island state $n\sigma$, while a different electron leaves the occupied island state $q\sigma'$ for the empty state $p\sigma'$ of $R$. The island charge is the same before and after, but an electron-hole pair remains on the island. This is why the process is called inelastic even though total energy is conserved.

Measure each level energy from the Fermi level of its own electrode, and define

$$
a=\varepsilon_n-\varepsilon_k,\qquad b=\varepsilon_p-\varepsilon_q .
$$

The transfer of one electron from $L$ to $R$ releases $eV$, and the excitations absorb $a+b$. Energy conservation therefore requires $a+b=eV$. If the entry comes first, the intermediate state lies above the initial one by $E_1-eV/2+a$. If the exit comes first, it lies above by $E_2-eV/2+b$.

The second-order amplitude from the initial state $i$ to the final state $f$ is

$$
A=\sum_v\frac{\langle f|H_T|v\rangle\langle v|H_T|i\rangle}{E_i-E_v}.
$$

There are two intermediate states $v$, one for each order. Their relative sign must be traced because electrons are fermions. The entry operator is $X=c^\dagger_{n\sigma}c_{k\sigma}$ and the exit operator is $Y=c^\dagger_{p\sigma'}c_{q\sigma'}$. For pairs of fermion operators,

$$
[c^\dagger_\alpha c_\beta,\,c^\dagger_\gamma c_\delta]
=\delta_{\beta\gamma}c^\dagger_\alpha c_\delta
-\delta_{\alpha\delta}c^\dagger_\gamma c_\beta .
$$

With $\alpha=n\sigma$, $\beta=k\sigma$, $\gamma=p\sigma'$ and $\delta=q\sigma'$, the first term vanishes because $k$ and $p$ lie in different leads. The second vanishes because $n\sigma$ was empty and $q\sigma'$ occupied, so they are different states. Thus $XY=YX$: both orders produce the same final state with the same sign. Each energy denominator $E_i-E_v$ is negative, and

$$
A=-t_Lt_R^*\left[\frac{1}{E_1-eV/2+a}+\frac{1}{E_2-eV/2+b}\right]. \tag{4}
$$

The two contributions add before squaring. The bracket contains no spin label, since the charging energy does not depend on which spin is on the island.

Distinct choices of $(k\sigma,n\sigma,q\sigma',p\sigma')$ leave distinct sets of occupied levels. The final states are therefore orthogonal, and probabilities, not amplitudes, are summed over them. In particular $\sigma$ and $\sigma'$ are independent: the electron that leaves need not have the spin of the electron that enters. The total rate from $L$ to $R$ is

$$
\Gamma_+=\frac{2\pi}{\hbar}\sum_{\sigma\sigma'}
|t_L|^2D_{L\sigma}N_\sigma\,
|t_R|^2D_{R\sigma'}N_{\sigma'}\;K_+(V,T), \tag{5}
$$

where $K_+$ is the integral over the four level energies of the occupation factors, the squared bracket in (4), and the energy-conserving delta function. Replacing sums over levels by integrals requires a dense island spectrum. Since $K_+$ does not depend on spin, it stands outside the spin sum. Equation (1) gives

$$
|t_j|^2D_{j\sigma}N_\sigma=\frac{\hbar}{2\pi e^2}G_{j\sigma}.
$$

Inserting this twice leaves the prefactor $(2\pi/\hbar)(\hbar/2\pi e^2)^2=\hbar/(2\pi e^4)$, and the double spin sum factorises:

$$
\Gamma_+=\frac{\hbar}{2\pi e^4}
\left(\sum_\sigma G_{L\sigma}\right)
\left(\sum_{\sigma'}G_{R\sigma'}\right)K_+
=\frac{\hbar}{2\pi e^4}G_LG_RK_+. \tag{6}
$$

The reverse rate $\Gamma_-$ has the same product of conductances and another spin-independent integral $K_-$. The current is $e(\Gamma_+-\Gamma_-)$, so both integrals cancel from the ratio of currents at fixed $V$ and $T$. By (2),

$$
\frac{I_P}{I_{AP}}
=\frac{G_{L0}G_{R0}(1+PP_I)^2}{G_{L0}G_{R0}(1-PP_I)^2}
=\left(\frac{1+PP_I}{1-PP_I}\right)^2 . \tag{7}
$$

The two barrier strengths cancel even if they differ. Subtracting one gives

$$
M=\frac{(1+PP_I)^2-(1-PP_I)^2}{(1-PP_I)^2}
=\frac{4PP_I}{(1-PP_I)^2}. \tag{8}
$$

In the numerator the constant and quadratic terms cancel, while the two cross terms $2PP_I$ add. Setting $P_I=P$ gives the stated result.

A small count shows the square directly. Give each lead two majority levels and one minority level. Give the island two majority and one minority level that are filled, and the same numbers that are empty. Then $P=P_I=1/3$. In P there are $2\cdot2+1\cdot1=5$ ways to enter and five ways to leave, hence 25 inelastic final states. In AP there are $2\cdot1+1\cdot2=4$ of each, hence 16. An explicit sum of squared amplitudes over occupation states, with fermion signs kept and $E_2/E_1=1.7$, gives $M=0.5625$, which is $25/16-1$ and also equals (8). With island numbers three and one, so that $P_I=1/2$, the same calculation gives $0.9600=(7/5)^2-1$, again in agreement with (8).

The neglect of spin accumulation can be examined with the same conductances. An event from $L$ to $R$ adds an electron of spin $\sigma$ with probability $G_{L\sigma}/G_L$ and removes one with probability $G_{R\sigma}/G_R$. The mean change in the number of spin-up electrons per event is

$$
\Delta n_\uparrow=\frac{G_{L\uparrow}}{G_L}-\frac{G_{R\uparrow}}{G_R}. \tag{9}
$$

From (1) and (2) each fraction is $(1+P)(1+mP_I)/[2(1+mPP_I)]$. The barrier strength has cancelled, so $\Delta n_\uparrow=0$ in both configurations. Events in the reverse direction give the negative of the same expression, also zero. Cotunnelling can exchange spins with one lead as well: spin up enters and spin down leaves through the same junction, or the reverse. Both rates are proportional to $G_{j\uparrow}G_{j\downarrow}$ and have equal energy factors when the two island spins have equal chemical potentials. They balance. The state without spin accumulation is therefore stationary at this order for parallel leads of equal polarisation.

Antiparallel leads are different. In the count above, with the majority and minority numbers of the right lead exchanged, entry favours spin up by $(4-1)/5=0.6$ while exit has no preference. The explicit sum gives the corresponding gain of 0.6 in the difference between up and down electrons per event. Equation (8) is not a formula for that arrangement.

For parallel leads of equal polarisation, the inelastic cotunnelling current is proportional to the product of the two junction conductances, so an island with that same polarisation gives $M=4P^2/(1-P^2)^2$. It remains to evaluate the energy integral that sets the size of the current, and to find when other processes compete with it in a worked device.
